# Hiding a copper via from transverse heat flow with an oxide liner

## Problem

A long copper via of radius $a=2.5$ µm runs through silicon. An oxide liner of thickness $t$ surrounds the copper, so the outer radius of the oxide is $b=a+t$. The conductivities of copper, oxide and silicon are

$$k_1=400,\qquad k_2=1.4,\qquad k_3=148\ \text{W/mK}.$$

Far from the via the temperature has a uniform gradient $G$ along $x$, perpendicular to the via axis. Temperatures are measured from that of the axis, so the applied temperature is $T=Gx=Gr\cos\theta$. Conduction is steady and obeys Fourier's law, the conductivities are constant and isotropic, and the interfaces have no thermal resistance of their own.

The via is called invisible if the temperature in the silicon is $Gx$ everywhere outside the liner, as though via and liner were absent.

(a) Find the condition on $a/b$ for invisibility, and the liner thickness it requires.

(b) Explain the size of that thickness with a thermal-resistance argument.

(c) For an arbitrary liner, find the strength of the disturbance in the silicon. Is the invisible thickness unique, and how precisely must it be met?

(d) For the invisible liner and $G=0.1$ K/µm, find the temperatures on the two sides of the oxide at $\theta=0$.

## Hints

1. The applied temperature varies as $\cos\theta$, and circular interfaces do not mix different angular harmonics. Which radial functions multiply $\cos\theta$ in a solution of Laplace's equation?
2. Two quantities are continuous at each interface: $T$ and $k\,\partial T/\partial r$.
3. For (a), impose the undisturbed temperature in the silicon and work inwards. There will be one more equation than there are unknowns; the surplus equation is the condition.
4. For (b), treat the liner as a thin resistance crossed by the heat that enters the copper.
5. For (c), work outwards instead, and ask which solid cylinder of radius $b$ would give the same ratio of flux to temperature at its surface.

## Solution

### (a) The condition for invisibility

In each material $\nabla^2T=0$. Inserting $T=R(r)\cos\theta$ gives $r^2R''+rR'-R=0$, whose solutions are $r$ and $1/r$. The $1/r$ term is excluded in the copper because it diverges on the axis. Hence

$$T=\cos\theta\times\begin{cases}Cr & r<a\\ Ar+B/r & a<r<b\\ G\,(r-\beta b^2/r) & r>b.\end{cases}$$

The number $\beta$ measures the disturbance, and invisibility means $\beta=0$. With that choice, continuity of $T$ and of $k\,\partial T/\partial r$ at $r=b$ gives

$$A+\frac{B}{b^2}=G,\qquad k_2\left(A-\frac{B}{b^2}\right)=k_3G.$$

Divide the second equation by $k_2$, then add it to the first and subtract it from the first:

$$A=G\,\frac{k_3+k_2}{2k_2},\qquad B=-Gb^2\,\frac{k_3-k_2}{2k_2}.$$

At $r=a$ the same two requirements read

$$A+\frac{B}{a^2}=C,\qquad k_2\left(A-\frac{B}{a^2}\right)=k_1C.$$

Substituting the first into the second removes $C$:

$$k_2A-k_2\frac{B}{a^2}=k_1A+k_1\frac{B}{a^2}
\quad\Rightarrow\quad (k_1-k_2)A=-(k_1+k_2)\frac{B}{a^2}.$$

Now write $f=(a/b)^2$, so that $b^2/a^2=1/f$, and insert $A$ and $B$. The common factor $G/2k_2$ cancels:

$$(k_1-k_2)(k_3+k_2)=\frac{(k_1+k_2)(k_3-k_2)}{f}.$$

Therefore

$$\boxed{\,f=\left(\frac ab\right)^2=\frac{(k_3-k_2)(k_1+k_2)}{(k_3+k_2)(k_1-k_2)}\,}$$

Conversely, if $f$ has this value, all four matching equations hold with $\beta=0$. Since the conduction problem with a given far temperature has one solution, the via is then invisible.

A real liner needs $0<f<1$. For $k_2<k_1$, positivity requires $k_3>k_2$. The denominator of $f$ minus its numerator is

$$(k_3+k_2)(k_1-k_2)-(k_3-k_2)(k_1+k_2)=2k_2(k_1-k_3),$$

so $f<1$ requires $k_3<k_1$. For a liner that conducts worse than its core, the silicon must therefore conduct better than the liner and worse than the core, as it does here.

The numbers are

$$f=\frac{146.6\times401.4}{149.4\times398.6}=0.98815,\qquad \frac ba=\frac1{\sqrt f}=1.005978,$$

$$t=2500\ \text{nm}\times0.005978=14.9\ \text{nm}.$$

If 2.5 µm were instead the radius of the etched hole, $b$ would be fixed and $t=b(1-\sqrt f)$ would again be 14.9 nm to this precision.

### (b) Why the liner is so thin

Take the logarithm of the condition and use $\operatorname{artanh}u=\tfrac12\ln\frac{1+u}{1-u}$:

$$\ln\frac ba=-\tfrac12\ln f=\operatorname{artanh}\frac{k_2}{k_3}-\operatorname{artanh}\frac{k_2}{k_1}.$$

Both arguments are small. To leading order $\operatorname{artanh}u\approx u$ and $\ln(b/a)\approx t/a$, so

$$\frac{t}{k_2}\approx a\left(\frac1{k_3}-\frac1{k_1}\right).$$

The resistance argument gives the same result directly. The copper carries a radial flux of magnitude $k_1C\cos\theta$ at its surface, where its temperature is $Ca\cos\theta$. Crossing a thin liner adds a temperature step $k_1C\cos\theta\;t/k_2$. Seen from outside, the ratio of flux to temperature is that of a solid cylinder with conductivity $K$, where

$$\frac1K\approx\frac1{k_1}+\frac{t}{k_2a}.$$

Setting $K=k_3$ recovers the thin-liner formula. The copper conducts too well, the oxide adds resistance, and at the right thickness the pair conducts like the silicon it replaces. Little oxide is needed because its conductivity is about a hundred times below that of silicon.

The thin formula gives 14.90 nm against 14.94 nm from the full condition, which is 0.3% low. The difference comes almost entirely from $b/a-1=e^s-1\approx s+s^2/2$ with $s=\ln(b/a)\approx0.006$: the neglected term is a fraction $s/2\approx0.003$ of the first.

Two limits are instructive. As $k_3\to k_1$ the thickness goes to zero, since copper in copper needs no hiding. As $k_1\to\infty$ the thin formula tends to $t=ak_2/k_3$, which is finite: even a perfectly conducting core can be hidden from a uniform gradient.

### (c) Any liner, and the precision required

Now keep $\beta$ free. The equation found at $r=a$ did not use $\beta=0$, so it still holds:

$$\frac{B}{a^2}=-A\,\frac{k_1-k_2}{k_1+k_2},\qquad \frac{B}{b^2}=f\frac{B}{a^2}=-Au,\qquad u=f\,\frac{k_1-k_2}{k_1+k_2}.$$

In a solid cylinder of conductivity $K$, where $T\propto r\cos\theta$, the ratio $r\,(k\,\partial T/\partial r)/T$ equals $K$. For the lined via this ratio at $r=b$ is

$$K=k_2\,\frac{A-B/b^2}{A+B/b^2}=k_2\,\frac{1+u}{1-u}.$$

On the silicon side the same ratio is $k_3(1+\beta)/(1-\beta)$. Equating the two gives $K(1-\beta)=k_3(1+\beta)$, and hence

$$\beta=\frac{K-k_3}{K+k_3}.$$

As the liner grows from zero thickness, $f$ falls from 1 towards 0, so $u$ falls and $K$ falls steadily from $k_1$ towards $k_2$. It passes $k_3$ once, so the invisible thickness is unique.

For the sensitivity, $f\propto b^{-2}$ gives $du/db=-2u/b$, and

$$\frac{dK}{db}=\frac{2k_2}{(1-u)^2}\left(-\frac{2u}{b}\right)=-\frac{4k_2u}{b(1-u)^2}.$$

Since $K^2-k_2^2=k_2^2\,\dfrac{(1+u)^2-(1-u)^2}{(1-u)^2}=\dfrac{4k_2^2u}{(1-u)^2}$, this is

$$\frac{dK}{db}=-\frac{K^2-k_2^2}{k_2b}.$$

At $K=k_3$ the derivative $d\beta/dK=2k_3/(K+k_3)^2$ equals $1/2k_3$. With $a$ fixed, $db=dt$, so

$$\frac{d\beta}{dt}=-\frac{k_3}{2k_2b}\left[1-\left(\frac{k_2}{k_3}\right)^2\right]=-0.021\ \text{per nm}.$$

A bare via has $\beta=(400-148)/(400+148)=0.460$. An error of 1 nm in the liner therefore restores about 5% of the bare via's disturbance. At 15 nm, $\beta=-0.0012$. A 200 nm liner gives $K=17.4$ W/mK and $\beta=-0.789$: the lined via then obstructs transverse heat more strongly than the bare via attracts it.

Three cases were tested by a two-dimensional heat balance on a grid, with $T=Gx$ imposed at radius $4b$ and no radial or angular form assumed in the solution. The values of $\beta$, extracted afterwards by fitting the $\cos\theta$ part of the silicon temperature to $r$ and $1/r$, were 0.4597 for the bare via, $-0.0001$ at the invisible thickness and $-0.7893$ for 200 nm. The numerical output lists them with the other results.

### (d) What happens inside

Invisibility concerns the silicon alone. From $C=A+B/a^2$ and the relation between $B/a^2$ and $A$,

$$C=A\left(1-\frac{k_1-k_2}{k_1+k_2}\right)=G\,\frac{k_3+k_2}{2k_2}\,\frac{2k_2}{k_1+k_2}=G\,\frac{k_3+k_2}{k_1+k_2}=0.372\,G.$$

At $\theta=0$ the silicon side of the oxide is at $Gb=0.1\times2.515=0.251$ K above the axis. The copper side is at $Ca=0.372\times0.1\times2.5=0.093$ K. The remaining 0.158 K falls across 15 nm of oxide. The applied flux is $k_3G=1480$ W/cm², a severe local heat load; all these temperature differences scale linearly with it.

### The model beside a real via

A copper radius of a few micrometres is realistic, but an oxide liner may well be 100 to 200 nm thick, far more than 15 nm. In this model a 200 nm liner makes the via an obstacle to transverse heat flow. The estimates below use rough inputs and change one thing at a time.

- **Temperature.** If silicon's conductivity falls as $T^{-1.3}$ from 148 W/mK at 300 K, it is about 102 W/mK at 400 K. With copper and oxide values held fixed, the 14.9 nm liner then gives $\beta=0.18$, and invisibility needs about 26 nm.
- **Fourier's law.** A phonon mean free path of 300 nm in silicon is 0.12 of the copper radius. The associated resistance scale, path divided by $k_3$, is about 19% of the resistance $a(1/k_3-1/k_1)$ that the liner must supply. This is an order-of-magnitude warning, not a correction, and probably an understatement: the paths in silicon are widely spread, and a sizeable share of the heat, roughly a third or more at room temperature, is carried by phonons with paths above 1 µm, comparable with the via radius.
- **Metal barrier.** A 10 nm layer of conductivity 50 W/mK, near that of bulk tantalum, supplies about 2% of that resistance. Deposited barrier films conduct far worse. For a resistivity of 200 µΩ·cm the Wiedemann–Franz law gives about 4 W/mK from electrons, perhaps 5 W/mK in all; such a layer supplies nearly 20%, and the invisible oxide shrinks to about 12 nm.
- **Electrical cost.** At 1 V the largest field in the thin oxide, $V/[a\ln(b/a)]$, is 0.67 MV/cm, well below a rough breakdown field of 10 MV/cm. The oxide capacitance per length, $2\pi\varepsilon_0\varepsilon_r/\ln(b/a)$ with $\varepsilon_r=3.9$, is 36 fF/µm, against 2.8 fF/µm for a 200 nm liner. These are upper limits, approached when carriers accumulate at the silicon surface. A depleted layer in the silicon acts in series with the oxide and can lower the capacitance greatly, above all for the thin liner.
- **Direction and time.** Along the axis, copper and oxide conduct in parallel with mean conductivity $fk_1+(1-f)k_2=395$ W/mK, so the via remains a good vertical heat path. The steady treatment also needs changes slow compared with roughly $a^2c/k_3\approx70$ ns, where $c$ is the heat capacity of silicon per volume. Even then the liner does not hide a changing mean temperature: copper stores about twice as much heat per volume as silicon, and at angular frequency $0.1/(70\ \text{ns})$ the via still disturbs a locally uniform temperature oscillation by about 8% at its surface. Joule heat generated in the via itself is not hidden either.

The assumption of perfect interfaces also matters greatly; the second variation removes it.

## Variation 1: a hot line nearby

*A thin heated line runs parallel to the via, 25 µm from its axis. Does the same liner hide the via?*

Let the line lie at distance $d$ in the direction $\theta=0$. Its temperature field in silicon is proportional to $-\ln|d-re^{i\theta}|$. For $r<d$, the series for $\ln(1-z)$ gives

$$-\ln|d-re^{i\theta}|=-\ln d+\sum_{n\ge1}\frac1n\left(\frac rd\right)^n\cos n\theta.$$

The constant is harmless, and $n=1$ is the uniform gradient already treated. For harmonic $n$ the radial functions are $r^n$ and $r^{-n}$. Each radial derivative brings a common factor $n/r$, which cancels from the matching equations. What remains is the earlier algebra with $B/a^2$ and $B/b^2$ replaced by $B/a^{2n}$ and $B/b^{2n}$, so $f$ is replaced by $f^n$. Invisibility now requires

$$n\ln\frac ba=\operatorname{artanh}\frac{k_2}{k_3}-\operatorname{artanh}\frac{k_2}{k_1}.$$

The second harmonic needs 7.5 nm, about half the previous thickness, so one liner cannot hide the via from both. With the 14.9 nm liner the second harmonic has $\beta_2=-0.24$.

The effect is nevertheless small at this distance. At $r=b$ the second harmonic is applied with relative strength

$$\frac{(b/d)^2/2}{b/d}=\frac{b}{2d}=0.050.$$

The resulting disturbance at the liner surface is $0.24\times0.050=0.012$ of the applied first harmonic; the higher harmonics raise the total to about 0.013, against about 0.48 for a bare via. The total grows to about 0.04 at $d=10$ µm and 0.12 at $d=5$ µm. The liner hides the via well from distant sources and less well from close ones.

## Variation 2: imperfect interfaces

*Each of the two oxide interfaces has a thermal resistance of $5\times10^{-9}$ m²K/W, a rough value. What becomes of the invisible liner?*

Across an interface of resistance $R$ at radius $r$ the flux is continuous, but the temperature steps up outwards by $R\,k\,\partial T/\partial r$. If the inside acts as a cylinder of conductivity $K$, then $k\,\partial T/\partial r=KT_{\rm in}/r$, and

$$T_{\rm out}=T_{\rm in}\left(1+\frac{KR}{r}\right)\quad\Rightarrow\quad \frac1{K'}=\frac1K+\frac Rr.$$

For a thin liner both interfaces lie near $r=a$, and their resistances simply add to that of the oxide. Invisibility requires

$$\frac t{k_2}+R_1+R_2\approx a\left(\frac1{k_3}-\frac1{k_1}\right)=1.06\times10^{-8}\ \text{m²K/W}.$$

The interfaces supply $1.0\times10^{-8}$ of this. The oxide that remains is 0.9 nm thick, too thin to be trusted as a continuum layer or as an insulator. If the 14.9 nm liner is kept, $\beta=-0.23$: half the strength of the bare via's disturbance, with the opposite sign.

The result of part (a) therefore belongs to perfect interfaces. If the total interface resistance exceeds $a(1/k_3-1/k_1)$, then within the thin-liner approximation no oxide thickness makes the via invisible. Because this allowance grows in proportion to $a$, a wider via tolerates the same interfaces more easily.

## Calculated quantities

```
copper, oxide, silicon conductivity: 400.0, 1.4, 148.0 W/mK
copper radius: 2500 nm
neutral (a/b)^2: 0.988151
neutral b/a: 1.005978
neutral liner, closed form: 14.944 nm
neutral liner, integrated equation: 14.944 nm
neutral liner, thin formula: 14.899 nm
neutral liner if hole radius is 2500 nm: 14.855 nm
beta, bare via: 0.4599
beta, 15 nm liner: -0.00118
K, 200 nm liner: 17.44 W/mK
beta, 200 nm liner: -0.7892
2D beta, bare: 0.4597
2D beta, neutral: -0.00012
2D beta, 200 nm: -0.7893
2D largest matrix departure / (G a), bare: 0.4394
2D largest matrix departure / (G a), neutral: 0.00015
copper gradient / applied, formula: 0.3722
copper gradient / applied, 2D: 0.3723
d beta / d thickness: -0.02102 per nm
applied gradient: 0.10 K/um
applied heat flux: 1480 W/cm2
silicon-side temperature at theta=0: 0.2515 K above axis
copper-side temperature at theta=0: 0.0930 K above axis
drop across oxide at theta=0: 0.1584 K
neutral liner for second harmonic: 7.461 nm
second-harmonic beta at neutral liner: -0.2395
line source distance: 25 um
second / first harmonic applied at surface: 0.0503
second-harmonic disturbance / first applied: 0.0120
resistance budget: 1.064e-08 m2K/W
rough total interface resistance: 1.0e-08 m2K/W
beta with interfaces, neutral liner kept: -0.2279
neutral oxide left with interfaces: 0.90 nm
rough silicon conductivity at 400 K: 101.8 W/mK
beta at 400 K, liner kept: 0.1848
neutral liner at 400 K: 25.76 nm
rough phonon mean free path: 300 nm
mean free path / copper radius: 0.120
(path / k3) / resistance budget: 0.190
rough metal barrier: 10 nm, 50 W/mK
barrier resistance / budget: 0.019
axial mean conductivity of lined via: 395.3 W/mK
rough silicon heat capacity: 1.66e+06 J/m3K
thermal response time: 70 ns
oxide voltage: 1.0 V; permittivity: 3.9
largest oxide field: 0.671 MV/cm
capacitance, neutral liner: 36.41 fF/um
capacitance, 200 nm liner: 2.82 fF/um
```
